# Front-fixed scheme for carbon depletion with an exact discrete radical balance

A porous organosilicate dielectric exposed to a downstream oxygen plasma loses its methyl groups from the surface inwards. Oxygen atoms diffuse through the depleted layer, some recombine on its pore walls, and the rest reach carbon and remove it. The layer thickens as it is being crossed, so the diffusion domain is itself an unknown. A numerical scheme must move its boundary without creating or losing radicals.

## Model and front condition

Let the depleted layer occupy $0<x<s(t)$, with these symbols:

- $c$: radical density per pore volume; $c_g$: density in the gas
- $\phi$: porosity; $D$: effective diffusivity, referred to film area
- $k$: first-order wall recombination rate
- $B=\nu N$: radicals consumed per film volume, for $N$ carbon groups per volume and $\nu$ radicals per group
- $\kappa$: front reaction velocity; $R$: inlet resistance

The model is one-dimensional, has constant coefficients and a sharp front, and puts no radicals ahead of that front:

$$\phi c_t=Dc_{xx}-\phi kc,\qquad -Dc_x(0,t)=\frac{c_g-c(0,t)}{R},\qquad B\dot s=\kappa c(s,t).$$

The diffusive flux at the front, $J_s=-Dc_x(s,t)$, follows from a balance. The stored amount changes at the rate

$$\frac{d}{dt}\int_0^s\phi c\,dx=\phi c(s)\dot s+\int_0^s\phi c_t\,dx=\phi c(s)\dot s+J_0-J_s-\int_0^s\phi kc\,dx .$$

It must also equal inflow $J_0$ minus recombination minus consumption $B\dot s$. Equating the two gives

$$J_s=\bigl[B+\phi c(s)\bigr]\dot s .$$

The first part removes carbon. The second fills the pore space that the front has just opened.

## Front-fixed form

Set $\xi=x/s(t)$. At fixed $\xi$ a point moves with velocity $\xi\dot s$, so

$$c_t|_\xi=c_t|_x+\xi\dot s\,c_x=c_t|_x+\frac{\xi\dot s}{s}c_\xi .$$

Multiply by $\phi s$ and insert the diffusion equation, using $c_{xx}=c_{\xi\xi}/s^2$:

$$\phi s\,c_t|_\xi=\frac{D}{s}c_{\xi\xi}+\phi\xi\dot s\,c_\xi-\phi ksc .$$

Adding $\phi\dot s c$ to both sides turns the left side into $\partial_t(\phi sc)$ and the mesh term into $\partial_\xi(\phi\xi\dot sc)$:

$$\partial_t(\phi sc)+\partial_\xi F=-\phi ksc,\qquad F=-\frac{D}{s}c_\xi-\phi\xi\dot s\,c .$$

Here $F$ is the flux relative to the moving mesh. At $\xi=0$ it is the inlet flux. At $\xi=1$,

$$F(1)=[B+\phi c(s)]\dot s-\phi c(s)\dot s=B\dot s ,$$

so the relative flux through the front equals the consumption.

## Discretization and ledger

Use $M$ equal cells in $\xi$ with averages $u_i$. Let $s$ and $s^{o}$ be the new and old thickness, $h=s/M$, $h^{o}=s^{o}/M$, and $V=(s-s^{o})/\Delta t$. Backward Euler gives

$$\phi\frac{hu_i-h^{o}u_i^{o}}{\Delta t}=F_{i-1/2}-F_{i+1/2}-\phi khu_i ,$$

with interior fluxes at $\xi_{i+1/2}=i/M$

$$F_{i+1/2}=\frac Dh(u_i-u_{i+1})-\phi V\xi_{i+1/2}\frac{u_i+u_{i+1}}2 .$$

At the inlet, $R$ and half a cell of diffusion act in series. At the front the consumption is imposed:

$$F_{1/2}=\frac{c_g-u_1}{R+h/(2D)},\qquad F_{M+1/2}=BV .$$

Summing over cells cancels every interior flux. Multiplying by $\Delta t$ and summing over steps gives

$$\sum F_{1/2}\Delta t=\Delta\Bigl(\phi h\sum_iu_i\Bigr)+\sum\phi kh\Delta t\sum_iu_i+B(s-s_0).$$

Entered radicals equal the change in storage plus recombined plus consumed radicals. This identity belongs to the discrete equations and holds for any $M$ and $\Delta t$. It does not make the front position exact.

The same $V$ must appear in the mesh flux and in the change of $h$. For a uniform density $C$ without recombination, and with boundary flux $-\phi VC$ at the front, both sides of the last cell equation are then $\phi VC/M$, and the state stays uniform.

The speed is still unknown. Over the last half cell, $2D(u_M-c_s)/h=(B+\phi c_s)V$, hence

$$c_s=\frac{2Du_M/h-BV}{2D/h+\phi V},$$

and $V$ is the root of $r(V)=c_s-BV/\kappa$. For an absorbing front, $1/\kappa=0$. Because $BV$ is imposed for whatever $V$ is used, stopping the root search early violates the kinetic law slightly but leaves the ledger intact.

```
profile(V):
    s = s_old + V*dt;  h = s/M
    assemble and solve the tridiagonal system for u
    form cell residuals from density differences
    solve again for the correction; add it to u
    return s, u

for each time step:
    high = 1.2 * previous V   (first step: an estimate)
    while r(high) > 0: high = 2*high
    V = bracketed root of r on (small positive, high)
    s, u = profile(V)
    entered    += inlet flux * dt
    recombined += phi*k*h*sum(u) * dt
    consumed    = B*(s - s0)
```

The scheme can start at $s^{o}=0$, because all divisions are by the new thickness. The lower end of the bracket must therefore be positive.

## Cost, stability and rounding

Each trial speed costs two tridiagonal solves. With $N_t$ steps and $p$ trials per step the work is of order $N_tpM$, and the working memory is of order $M$.

The off-diagonal matrix entries are $-(D/h\pm\phi V\xi/2)$. They are non-positive if $\phi Vh\le 2D$. Each column then sums to $\phi h(1/\Delta t+k)$, plus the inlet conductance in the first column, so the inverse is non-negative. Two results follow under this condition:

- For prescribed front motion, a perturbation $\delta u$ obeys $h\sum|\delta u_i|\le h^{o}\sum|\delta u_i^{o}|$, whatever the time step. This does not prove stability of the coupled problem with free $V$.
- At an accepted root $c_s=BV/\kappa\ge0$, so the half-cell relation gives $u_M\ge0$. The remaining cells have non-negative sources and hence non-negative densities.

Rounding is a separate difficulty. In a very thin layer $D/h$ far exceeds the inlet conductance. Large matrix entries then swamp the small net flux. The cure is the correction in the pseudocode: its residual is built from $u_i-u_{i+1}$, not from the rounded matrix.

This was tested with the film data below, for 50 cells, zero initial thickness, a fixed speed $0.2\,\kappa c_g/B$ and twenty short steps of different length. The largest balance gap, relative to the inflow, was $2\times10^{-8}$ without the correction and $8\times10^{-16}$ with it.

## A front with constant speed

An exact solution containing every term is obtained with $z=s-x$, $c=f(z)$ and $\dot s=V$. Since $c_t=Vf'$ and $c_{xx}=f''$,

$$Df''-\phi Vf'-\phi kf=0,\qquad f=a_1e^{r_1z}+a_2e^{r_2z},$$

$$r_{1,2}=\frac{\phi V\pm\sqrt{\phi^2V^2+4D\phi k}}{2D}.$$

The front conditions $f(0)=BV/\kappa$ and $Df'(0)=[B+\phi f(0)]V$ fix $a_1$ and $a_2$. The gas density that drives this motion is $c_g(t)=f(s)+RDf'(s)$.

Take the dimensionless values $D=1$, $\phi=0.5$, $k=0.4$, $B=1.5$, $\kappa=2$, $R=0.3$, $V=0.5$, and let the front move from 0.5 to 1.5. With (cells, steps) of (20, 25), (40, 100) and (80, 400), the final position errors are $1.40\times10^{-3}$, $3.53\times10^{-4}$ and $8.8\times10^{-5}$. The last ratio, 3.99, is what first order in time combined with second order in space predicts. This joint refinement does not measure the two orders separately.

## What the mesh velocity does

Now let $k=0$, $R=0$ and $1/\kappa=0$, so that $c(s)=0$. With $a=D/\phi$, the diffusion equation and both boundary densities are satisfied by

$$c=c_g\left[1-\frac{\operatorname{erf}\bigl(x/2\sqrt{at}\bigr)}{\operatorname{erf}\lambda}\right],\qquad s=2\lambda\sqrt{at}.$$

The front condition $-Dc_x(s)=B\dot s$ reads

$$\frac{Dc_ge^{-\lambda^2}}{\sqrt{\pi at}\,\operatorname{erf}\lambda}=B\lambda\sqrt{\frac at}
\quad\Longrightarrow\quad
\sqrt\pi\,\lambda e^{\lambda^2}\operatorname{erf}\lambda=\frac{\phi c_g}{B}\equiv\varepsilon .$$

The storage ratio $\varepsilon$ compares radicals that fill the pores with radicals that remove the carbon.

If the mesh term is dropped, the equation becomes $\phi c_t|_\xi=(D/s^2)c_{\xi\xi}$. The linear profile $c_g(1-\xi)$ solves it for any $s(t)$, and $B\dot s=Dc_g/s$ gives $s=\sqrt{2Dc_gt/B}$. The inflow $Dc_g/s$ then equals the consumption rate, yet the layer also holds $\phi c_gs/2$ radicals. They have no source. The ledger gap, entered minus consumed minus stored, is $-\varepsilon/2$ of the consumption.

For $D=\phi=B=c_g=1$, hence $\varepsilon=1$, the root is $\lambda=0.62006$ and the exact front at $t=1$ is 1.2401. With 40 cells and 400 steps the full scheme gives 1.2386. Without the mesh term it gives 1.4124, about 14% too far, with a ledger gap of $-0.5000$ of the consumption.

For small $\varepsilon$, use $e^{\lambda^2}\approx1+\lambda^2$ and $\sqrt\pi\operatorname{erf}\lambda\approx2\lambda(1-\lambda^2/3)$:

$$2\lambda^2\left(1+\tfrac23\lambda^2\right)\approx\varepsilon,\qquad
\lambda\approx\sqrt{\varepsilon/2}\,\left(1-\varepsilon/6\right).$$

The exact front thus lags the linear-profile law by a fraction $\varepsilon/6$. At $\varepsilon=0.02$ the computed lag is 0.00331, against 0.00333 from this formula. A code should therefore be checked at $\varepsilon$ of order one, where a missing mesh term is visible.

These runs use times $t_n=T(n/N_t)^2$, which give nearly equal front increments when $s\propto\sqrt t$. For the linear-profile law, backward Euler sets $s\,\Delta s=Dc_g\Delta t/B$ with the new $s$. This product exceeds the change of $s^2/2$ by $(\Delta s)^2/2$, so $s^2/2$ falls short by that amount in each step. The shortfalls sum to about $s^2/(2N_t)$, so $s$ is low by a fraction $1/(2N_t)$. For 400 steps this is 0.13%, as found for 1.4124 against $\sqrt2$.

## Quasi-steady law

When $\varepsilon\ll1$ and pore filling is fast, storage may be dropped. Then $Dc_{xx}=\phi kc$. Let $L=\sqrt{D/(\phi k)}$ and $y=s-x$. With $D\,dc/dy=\kappa c_s$ at the front,

$$c=c_s\left[\cosh\frac yL+\frac{\kappa L}D\sinh\frac yL\right],\qquad
J_0=c_s\left[\frac DL\sinh\frac sL+\kappa\cosh\frac sL\right].$$

Insert these in $c_g=c(0)+RJ_0$ and integrate $dt=B\,ds/(\kappa c_s)$ from $s=0$. With $S=L\sinh(s/L)$ and $C=\cosh(s/L)-1$,

$$t=\frac B{c_g}\left[\frac S\kappa+\frac{L^2}DC+R\left(S+\frac D\kappa C\right)\right].$$

Integrating $J_0\,dt$ in the same way gives the radicals entered per area, $B(S+DC/\kappa)$. For a very thin layer $t\approx(B/c_g)(1/\kappa+R)s$, which is linear growth. For $s\ll L$ diffusion adds $Bs^2/(2Dc_g)$, which leads to parabolic growth if it dominates. For $s\gg L$ the time grows as $e^{s/L}$, so depth gains only logarithmically with exposure.

## A film in an O2 plasma

Consider a 200 nm film at 300 K under 1 Torr of O2, with 10 mTorr of atomic oxygen, so $c_g=3.22\times10^{14}\ \mathrm{cm^{-3}}$. Rough material values are porosity 0.25, pore diameter $d=2$ nm, tortuosity $\tau=3$ and $N=10^{22}\ \mathrm{cm^{-3}}$. Complete oxidation, Si–CH₃ + 4 O → Si–OH + CO₂ + H₂O, gives $\nu=4$.

The rough gas mean free path, 57 µm, far exceeds $d$, so pore transport is of Knudsen type. With mean speed $v=630$ m/s,

$$D=\frac{\phi dv}{3\tau}=3.50\times10^{-4}\ \mathrm{cm^2/s}.$$

A cylindrical pore has wall area $4/d$ per volume, and each unit of wall receives $cv/4$ hits per time. A recombination probability $\gamma=10^{-4}$ per hit gives $k=\gamma v/d$ and $L=d/\sqrt{3\tau\gamma}=66.7$ nm.

Ahead of the front, a reaction probability $\beta=10^{-2}$ gives the rate $k_C=\beta v/d$. In untouched carbon the density decays over $w=\sqrt{D/(\phi k_C)}=d/\sqrt{3\tau\beta}=6.67$ nm. The flux entering that zone is $Dc_s/w$, so $\kappa=D/w=5.25$ m/s.

The inlet resistance combines 1 cm of gas with a rough diffusivity of 200 cm²/s (kinetic-theory estimates of 220–250 cm²/s would raise the depth found below by 1 to 3 nm) and the pore mouths, estimated as $R=4/(\phi v)$ from effusion through the open area. As lengths $DR$ these are 17.50 and 0.89 nm, together 18.39 nm.

After 20 s, $Dc_gt/B=5634\ \mathrm{nm^2}$. At $s=75.9$ nm, $S=93.4$ nm and $C=0.721$. The law multiplied by $D$ then reads, in nm²,

$$wS+L^2C+DR(S+wC)\approx623+3205+1806=5634 .$$

The full scheme, with 50 cells and 800 steps, gives 11.3, 32.6, 54.8 and 75.9 nm at 1.25, 5, 11.25 and 20 s. Per area, $3.927\times10^{17}\ \mathrm{cm^{-2}}$ radicals enter, of which $3.034\times10^{17}$ (77%) remove carbon and $0.892\times10^{17}$ (23%) recombine. The first two values are not converged in the last digit: the quasi-steady law gives $3.928\times10^{17}$ and $3.036\times10^{17}$, for a front at 75.90 nm against 75.86 nm from the scheme. Only $2.2\times10^8\ \mathrm{cm^{-2}}$ remain stored. The largest ledger gap is $9\times10^{-16}$ of the amount entered.

Here $\varepsilon=2\times10^{-9}$ and the diffusion time scale for filling the pores, $\phi s^2/D$, is about 41 ns. The mesh-velocity term is physically negligible in this film, and the quasi-steady law suffices for constant $c_g$.

## The finite reaction zone

The sharp front is a larger approximation. Let $m$ be the remaining carbon fraction, with $Bm_t=-\phi k_Ccm$ and $Dc_{xx}=\phi(k_Cm+k)c$. Define $\theta=(\phi k_C/B)\int_0^tc\,dt'$, so $m=e^{-\theta}$. Over the exposure, $\int\phi k_Ccm\,dt=B(1-m)$ and $\int c\,dt=B\theta/(\phi k_C)$. Integrating the diffusion equation over time and dividing by $B$ therefore gives

$$w^2\theta_{xx}=1-e^{-\theta}+\rho\theta,\qquad\rho=\gamma/\beta .$$

Multiply by $\theta_x$ and integrate from deep in the film, where $\theta$ and $\theta_x$ vanish:

$$|\theta_x|=G(\theta)=\frac1w\sqrt{2(\theta+e^{-\theta}-1)+\rho\theta^2}.$$

The equivalent removed depth and the surface value $\theta_0$ follow from

$$\delta=\int_0^{\theta_0}\frac{1-e^{-\theta}}{G(\theta)}d\theta,\qquad
\theta_0+DR\,G(\theta_0)=\frac{\phi k_Cc_gt}B .$$

For the film $\delta=80.6$ nm. Direct simulation of the distributed model gives 80.5 nm. The sharp front with constant $\kappa$ is 6% lower than $\delta$, while an absorbing sharp front, at 81.3 nm, is 1% higher.

The case $\rho=R=0$ shows why. There $\delta=w^2G(\theta_0)=w\sqrt{2(\theta_0+e^{-\theta_0}-1)}$, whereas constant $\kappa$ gives $w(\sqrt{1+2\theta_0}-1)$ and an absorbing front gives $w\sqrt{2\theta_0}$. At small dose the constant-$\kappa$ result is correct to leading order. At large dose it lags by about $w$, while the absorbing result approaches $\delta$. The value $\kappa=D/w$ belongs to untouched carbon. For $\rho=R=0$, keeping it at large dose costs about $w$ in position, so the relative error falls as $w/\delta$ when the depth grows. Recombination and inlet resistance reduce the lag: for the film it is $0.70\,w$ at 20 s and levels off near $0.85\,w$ in a thick film, while the absorbing front stays about 0.7 nm ahead of $\delta$. With a tenfold larger $\gamma$ the lag is only about $0.5\,w$.

## Relation to real films

Nanometre pores and a porosity near one quarter are representative of porous organosilicates. The surface probabilities and the gas-layer thickness are much less certain, and 76 nm is severe damage for a dielectric meant to keep its carbon. In the sharp-front model with constant $\kappa$ and all else fixed, a tenfold larger $\gamma$ reduces the depth from 76 to 51 nm, and removing the inlet resistance raises it to 91 nm. If every entering atom released a rough 5 eV into an uncooled wafer of heat capacity 1300 J/(m² K), the wafer would warm by about 2.4 K. The decay length $w$ is only about three pore diameters, so continuum diffusion is marginal on that scale. The partly depleted zone is wider: carbon rises from 10% to 90% over about 23 nm, more than a quarter of the depth, so a sharp front gives only an equivalent depth. Ions, ultraviolet light, pore collapse and moisture uptake are left out, and their effect on the depth is not estimated here. Patterned sidewalls need more than one dimension. Once the front reaches the film bottom, the moving-front condition must be replaced by the condition of the underlying layer.

The complete values are in the numerical output below.

## Computed results

```
Uniform-state error: 0.0e+00
Constant-speed front errors (length 1.5): 1.40e-03 3.53e-04 8.84e-05
Last error ratio (cells x2, steps x4): 3.99
Worst relative ledger gap, this test: 1.7e-14
Similarity root, storage ratio 1: 0.62006
Front at t=1: exact 1.2401, scheme 1.2386
Entered: exact 1.8216, scheme 1.8193
Ledger gap with mesh velocity: 2.4e-15
Front without mesh velocity: 1.4124
Its ledger gap / consumed: -0.5000
Relative front shift at ratio 0.02: 0.00331
Temperature: 300 K; O2: 1 Torr
O-atom pressure: 10 mTorr
O-atom gas density: 3.219e+14 cm^-3
Porosity: 0.25; tortuosity: 3
Pore diameter: 2.0 nm; film: 200 nm
Recombination probability: 1e-04; reaction: 1e-02
Carbon groups: 1.0e+22 cm^-3; O each: 4
Gas layer: 1 cm; gas D: 200 cm2/s
Mean O speed: 630.1 m/s
Effective D: 3.500e-04 cm2/s
Front reaction velocity: 5.251 m/s
Reaction-zone width D/kappa: 6.67 nm
Recombination length: 66.67 nm
Gas-layer resistance as length: 17.50 nm
Pore-mouth resistance as length: 0.89 nm
Thin-layer balance gap, plain solve: 2.2e-08
Thin-layer balance gap, refined solve: 7.8e-16
Front at 1.25 s: 11.34 nm
Front at 5.00 s: 32.60 nm
Front at 11.25 s: 54.80 nm
Front at 20.00 s: 75.86 nm
Quasi-steady front at 20 s: 75.90 nm
Final front speed: 2.027 nm/s
Front density / gas density: 0.0480
Radicals entered: 3.9265e+17 cm^-2
Radicals consumed: 3.0342e+17 cm^-2
Radicals recombined: 8.9230e+16 cm^-2
Radicals stored: 2.213e+08 cm^-2
Entered, quasi-steady formula: 3.9247e+17 cm^-2
Worst relative ledger gap, film: 9.1e-16
Storage ratio of film: 2.01e-09
Pore filling time: 41.1 ns
Removed depth, finite zone: 80.57 nm
Same by direct simulation: 80.49 nm
Absorbing sharp front: 81.33 nm
Front without inlet resistance: 90.97 nm
Front, recombination x10: 51.16 nm
Gas mean free path (rough): 57 um
Wafer heating, no cooling (rough): 2.4 K
```
